# Relativistic Corrections to the 2P–1S Decay Rates of Hydrogen-like Ions: a numerical check

```python
"""Relativistic corrections to the 2P-1S decay rates of a one-electron ion.

Result under test, with a = Z*alpha and G0 = (2/3)^8 m alpha a^4:
  rate(2P1/2 -> 1S) = G0 [1 + a^2 ln(9/8) + O(a^4)]
  rate(2P3/2 -> 1S) = G0 [1 + a^2 (ln(27/32)/2 - 7/48) + O(a^4)]
Fixed point nucleus, Dirac-Coulomb states, one photon, no radiative corrections.
Units: hbar = c = m = 1. Rates inside the functions are divided by alpha.
P and Q are the upper and lower radial functions; omega = k is the photon energy.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.special import gamma as gamma_function, roots_genlaguerre

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
PROJECTIONS = {"1S": (0.5, -0.5), "2P1/2": (0.5, -0.5),
               "2P3/2": (0.5, -0.5, 1.5, -1.5)}


def parameters(state, a):
    """Radial exponent, decay constant and energy of a state."""
    g1 = np.sqrt(1 - a*a)
    if state == "1S":
        return g1, a, g1
    if state == "2P1/2":
        n_eff = np.sqrt(2 + 2*g1)
        return g1, a/n_eff, n_eff/2
    g2 = np.sqrt(4 - a*a)
    return g2, a/2, g2/2


def radial(state, a, r):
    """Normalized upper and lower radial functions P(r), Q(r)."""
    g, lam, energy = parameters(state, a)
    shape = (2*lam)**(g + 0.5)/np.sqrt(gamma_function(2*g + 1))
    shape = shape*r**g*np.exp(-lam*r)
    if state == "2P1/2":
        n = 2*energy
        two_minus_n = 4*a*a/(n*n*(n + 2))
        c = np.sqrt(two_minus_n/(8*n**3*(n + 1)))
        return (c*shape*(2*a*(n + 1) + n*(n + 2)*r),
                c*shape*(-n*n*(n + 1) + 2*a*r))
    return (np.sqrt((1 + energy)/2)*shape,
            lam/np.sqrt(2*(1 + energy))*shape)


def spinor(state, m, a, x, y, z):
    """Four-component wave function at Cartesian points."""
    r = np.sqrt(x*x + y*y + z*z)
    nx, ny, nz = x/r, y/r, z/r
    one, zero = np.ones_like(r) + 0j, np.zeros_like(r) + 0j
    if state == "2P3/2":
        y0 = np.sqrt(3/(4*np.pi))*nz
        yp = -np.sqrt(3/(8*np.pi))*(nx + 1j*ny)
        ym = np.sqrt(3/(8*np.pi))*(nx - 1j*ny)
        base = {1.5: (yp, zero),
                0.5: (np.sqrt(2/3)*y0, np.sqrt(1/3)*yp),
                -0.5: (np.sqrt(1/3)*ym, np.sqrt(2/3)*y0),
                -1.5: (zero, ym)}[m]
    else:
        s = one/np.sqrt(4*np.pi)
        base = (s, zero) if m > 0 else (zero, s)
    up, down = base
    partner = (-(nz*up + (nx - 1j*ny)*down), -((nx + 1j*ny)*up - nz*down))
    upper, lower = (partner, base) if state == "2P1/2" else (base, partner)
    p, q = radial(state, a, r)
    return np.array([1j*p/r*upper[0], 1j*p/r*upper[1],
                     q/r*lower[0], q/r*lower[1]])


def dirac_residual(state, m, a):
    """Relative size of (H - E) psi at one point, by finite differences."""
    point = np.array([0.5, -0.7, 0.9])/a
    h = 2e-3/a
    psi = spinor(state, m, a, *point)
    h_psi = np.array([1, 1, -1, -1])*psi - a/np.linalg.norm(point)*psi
    for axis in range(3):
        step = np.zeros(3)
        step[axis] = h
        f = [spinor(state, m, a, *(point + j*step)) for j in (-2, -1, 1, 2)]
        d = (f[0] - 8*f[1] + 8*f[2] - f[3])/(12*h)
        h_psi = h_psi - 1j*np.concatenate([SIGMA[axis] @ d[2:],
                                           SIGMA[axis] @ d[:2]])
    energy = parameters(state, a)[2]
    return np.max(abs(h_psi - energy*psi))/np.max(abs(psi))


def radial_grid(first, second, a):
    """Points and weights for integrals over r of products of two states."""
    g1, l1, _ = parameters(first, a)
    g2, l2, _ = parameters(second, a)
    x, w = roots_genlaguerre(24, g1 + g2)
    return x/(l1 + l2), w*np.exp(x)*x**(-(g1 + g2))/(l1 + l2)


def photon_energy(initial, a):
    return parameters(initial, a)[2] - parameters("1S", a)[2]


@lru_cache(maxsize=None)
def transition_currents(initial, a):
    """Weighted psi_f^dagger alpha psi_i on a 3D grid for all projections."""
    r, wr = radial_grid(initial, "1S", a)
    c, wc = np.polynomial.legendre.leggauss(16)
    phi = 2*np.pi*np.arange(16)/16
    rr, cc, pp = [t.ravel() for t in np.meshgrid(r, c, phi, indexing="ij")]
    weight = (wr[:, None, None]*wc[None, :, None]
              * np.full(16, 2*np.pi/16)[None, None, :]).ravel()*rr**2
    ss = np.sqrt(1 - cc**2)
    xyz = np.array([rr*ss*np.cos(pp), rr*ss*np.sin(pp), rr*cc])
    currents = []
    for mi in PROJECTIONS[initial]:
        pi = spinor(initial, mi, a, *xyz)
        for mf in PROJECTIONS["1S"]:
            pf = spinor("1S", mf, a, *xyz).conj()
            j = [np.sum(pf[:2]*(s @ pi[2:]) + pf[2:]*(s @ pi[:2]), axis=0)
                 for s in SIGMA]
            currents.append(np.array(j)*weight)
    return xyz, np.array(currents)


def golden_rule_rate(initial, a, retarded=True, tilt=0.0):
    """Rate/alpha from one photon direction, averaged over initial spins."""
    xyz, currents = transition_currents(initial, a)
    k = photon_energy(initial, a)
    n = np.array([np.sin(tilt), 0, np.cos(tilt)])
    phase = np.exp(-1j*k*(n @ xyz)) if retarded else np.ones(xyz.shape[1])
    v = currents @ phase
    transverse = np.sum(abs(v)**2) - np.sum(abs(v @ n)**2)
    return 2*k*transverse/len(PROJECTIONS[initial])


def averaged_amplitudes(initial, a):
    """Elements of alpha(1-k^2 r^2/5) + k^2 r(alpha.r)/10."""
    xyz, currents = transition_currents(initial, a)
    k = photon_energy(initial, a)
    r2 = np.sum(xyz**2, axis=0)
    along = np.einsum("scp,cp->sp", currents, xyz)
    return currents @ (1 - k*k*r2/5) + k*k/10*(along @ xyz.T)


def averaged_operator_rate(initial, a):
    v = averaged_amplitudes(initial, a)
    return (4*photon_energy(initial, a)/3*np.sum(abs(v)**2)
            / len(PROJECTIONS[initial]))


def reduced_amplitude(initial, a):
    """Radial form of |A_z| for projection 1/2 to 1/2."""
    r, w = radial_grid(initial, "1S", a)
    pi, qi = radial(initial, a, r)
    pf, qf = radial("1S", a, r)
    x2 = (photon_energy(initial, a)*r)**2
    if initial == "2P1/2":
        return abs(np.sum(w*(qf*pi*(1 - 0.3*x2) + pf*qi*(3 - x2/2))))/3
    return 4/(3*np.sqrt(2))*abs(np.sum(w*(qf*pi*(1 - 0.15*x2) - pf*qi*x2/20)))


def closed_unretarded_rate(initial, a):
    g1 = np.sqrt(1 - a*a)
    if initial == "2P1/2":
        n = np.sqrt(2 + 2*g1)
        return (16/9*a**4*(n - 1)**2/(n*(n + 2)**2)
                * (4*n/(n + 1)**2)**(n*n - 1))
    g2 = np.sqrt(4 - a*a)
    overlap2 = ((2*a)**(2*g1 + 1)*a**(2*g2 + 1)*gamma_function(g1 + g2 + 1)**2
                / (gamma_function(2*g1 + 1)*gamma_function(2*g2 + 1)
                   * (1.5*a)**(2*(g1 + g2 + 1))))
    return 16/9*(g2/2 - g1)*(1 - g1)/2*(1 + g2/2)/2*overlap2


def leading_rate(a):
    return (2/3)**8*a**4


def slope_at_zero(ratio):
    """Limit of (ratio(a)-1)/a^2 for a -> 0 by polynomial extrapolation."""
    u = 0.02/2.0**np.arange(4)
    values = [(ratio(float(np.sqrt(t))) - 1)/t for t in u]
    total = 0.0
    for i in range(4):
        others = np.delete(u, i)
        total += values[i]*np.prod(others/(others - u[i]))
    return total


def component_weights(a):
    """Lower weight of 1S times upper weight of 2P3/2, by quadrature."""
    r, w = radial_grid("1S", "1S", a)
    lower = np.sum(w*radial("1S", a, r)[1]**2)
    r, w = radial_grid("2P3/2", "2P3/2", a)
    return lower*np.sum(w*radial("2P3/2", a, r)[0]**2)


def squared_overlap(a):
    """Squared overlap of the common radial shapes of 1S and 2P3/2."""
    r, w = radial_grid("2P3/2", "1S", a)
    integral = np.sum(w*radial("1S", a, r)[1]*radial("2P3/2", a, r)[0])
    return integral**2/component_weights(a)


# States: Dirac equation and normalization
worst_residual = 0.0
for state in PROJECTIONS:
    for m in PROJECTIONS[state]:
        worst_residual = max(worst_residual, dirac_residual(state, m, 0.6))
    r, w = radial_grid(state, state, 0.6)
    p, q = radial(state, 0.6, r)
    assert abs(np.sum(w*(p*p + q*q)) - 1) < 1e-10
assert worst_residual < 1e-8

# Rates: direction independence, closed forms, averaged operator, reductions
order_ratio = {}
for state in ("2P1/2", "2P3/2"):
    for a in (0.1, 0.6):
        full = golden_rule_rate(state, a)
        assert abs(golden_rule_rate(state, a, tilt=0.8)/full - 1) < 1e-9
        bare = golden_rule_rate(state, a, retarded=False)
        assert abs(closed_unretarded_rate(state, a)/bare - 1) < 1e-9
        direct = abs(averaged_amplitudes(state, a)[0, 2])
        assert abs(reduced_amplitude(state, a)/direct - 1) < 1e-9
        factor = 8/len(PROJECTIONS[state])*2*photon_energy(state, a)/2
        assert abs(factor*direct**2/averaged_operator_rate(state, a) - 1) < 1e-9
    error = [averaged_operator_rate(state, a)/golden_rule_rate(state, a) - 1
             for a in (0.12, 0.06)]
    order_ratio[state] = error[0]/error[1]
    # An error of order a^4 falls by about 16 when a is halved.
    assert 14.5 < order_ratio[state] < 17.5

# Coefficients of a^2
half_log = 0.5*np.log(27/32)
predicted = {"2P1/2": np.log(9/8), "2P3/2": half_log - 7/48}
predicted_bare = {"2P1/2": np.log(9/8) - 1/8, "2P3/2": half_log + 7/24}
predicted_retardation = {"2P1/2": 1/8, "2P3/2": -7/16}
measured, measured_bare, measured_retardation = {}, {}, {}
for s in predicted:
    measured[s] = slope_at_zero(
        lambda a: golden_rule_rate(s, a)/leading_rate(a))
    measured_bare[s] = slope_at_zero(
        lambda a: golden_rule_rate(s, a, retarded=False)/leading_rate(a))
    measured_retardation[s] = slope_at_zero(
        lambda a: golden_rule_rate(s, a)/golden_rule_rate(s, a, retarded=False))
    assert abs(measured[s] - predicted[s]) < 1e-6
    assert abs(measured_bare[s] - predicted_bare[s]) < 1e-6
    assert abs(measured_retardation[s] - predicted_retardation[s]) < 1e-6

frequency_part = slope_at_zero(
    lambda a: photon_energy("2P3/2", a)/(3*a*a/8))
weight_part = slope_at_zero(lambda a: component_weights(a)/(a*a/4))
overlap_part = slope_at_zero(lambda a: squared_overlap(a)/(512/2187))
assert abs(frequency_part - 5/16) < 1e-6
assert abs(weight_part - 3/16) < 1e-6
assert abs(overlap_part - (half_log - 5/24)) < 1e-6
ratio_slope = slope_at_zero(
    lambda a: golden_rule_rate("2P3/2", a)/golden_rule_rate("2P1/2", a))
assert abs(ratio_slope + 7/48 + 0.5*np.log(3/2)) < 1e-6
rejected = np.log(9/8) - 7/16
assert abs(measured["2P3/2"] - rejected) > 0.05

print(f"largest relative Dirac residual, Zalpha=0.6: {worst_residual:.1e}")
print(f"leading factor (2/3)^8: {(2/3)**8:.8f}")
print("Coefficients of (Zalpha)^2, dimensionless:")
for s in predicted:
    print(f"{s} total, quadrature: {measured[s]:.7f}")
    print(f"{s} total, formula: {predicted[s]:.7f}")
    print(f"{s} without retardation: {measured_bare[s]:.7f}")
    print(f"{s} retardation: {measured_retardation[s]:.7f}")
    print(f"{s} operator error ratio on halving a: {order_ratio[s]:.3f}")
print(f"2P3/2 frequency part: {frequency_part:.7f}")
print(f"2P3/2 component-weight part: {weight_part:.7f}")
print(f"2P3/2 squared-overlap part: {overlap_part:.7f}")
print(f"rejected 2P3/2 value ln(9/8)-7/16: {rejected:.7f}")
print(f"rate ratio 2P3/2 to 2P1/2, coefficient: {ratio_slope:.7f}")

# Worked example: hydrogen and hydrogen-like calcium
alpha = const.fine_structure
to_per_second = alpha*const.m_e*const.c**2/const.hbar
print(f"inverse fine-structure constant: {1/alpha:.6f}")
for charge in (1, 20):
    a = charge*alpha
    print(f"Z={charge}: Zalpha = {a:.8f}, squared = {a*a:.6e}")
    print(f"Z={charge}: leading rate = {leading_rate(a)*to_per_second:.6e} s^-1")
    for s in predicted:
        rate = golden_rule_rate(s, a)
        shift = rate/leading_rate(a) - 1
        print(f"Z={charge} {s}: Dirac rate = {rate*to_per_second:.6e} s^-1")
        print(f"Z={charge} {s}: relative correction = {shift:.4e}")
        print(f"Z={charge} {s}: first-order estimate = {predicted[s]*a*a:.4e}")
        if charge == 20:
            rest = shift - predicted[s]*a*a
            print(f"Z={charge} {s}: remainder = {rest:.3e}")
            print(f"Z={charge} {s}: remainder/(Zalpha)^4 = {rest/a**4:.4f}")

print("finished without a failed check")
```

Output:

```
largest relative Dirac residual, Zalpha=0.6: 1.0e-11
leading factor (2/3)^8: 0.03901844
Coefficients of (Zalpha)^2, dimensionless:
2P1/2 total, quadrature: 0.1177830
2P1/2 total, formula: 0.1177830
2P1/2 without retardation: -0.0072170
2P1/2 retardation: 0.1250000
2P1/2 operator error ratio on halving a: 16.061
2P3/2 total, quadrature: -0.2307829
2P3/2 total, formula: -0.2307829
2P3/2 without retardation: 0.2067171
2P3/2 retardation: -0.4375000
2P3/2 operator error ratio on halving a: 16.118
2P3/2 frequency part: 0.3125000
2P3/2 component-weight part: 0.1875000
2P3/2 squared-overlap part: -0.2932829
rejected 2P3/2 value ln(9/8)-7/16: -0.3197170
rate ratio 2P3/2 to 2P1/2, coefficient: -0.3485659
inverse fine-structure constant: 137.035999
Z=1: Zalpha = 0.00729735, squared = 5.325135e-05
Z=1: leading rate = 6.268315e+08 s^-1
Z=1 2P1/2: Dirac rate = 6.268354e+08 s^-1
Z=1 2P1/2: relative correction = 6.2722e-06
Z=1 2P1/2: first-order estimate = 6.2721e-06
Z=1 2P3/2: Dirac rate = 6.268238e+08 s^-1
Z=1 2P3/2: relative correction = -1.2290e-05
Z=1 2P3/2: first-order estimate = -1.2289e-05
Z=20: Zalpha = 0.14594705, squared = 2.130054e-02
Z=20: leading rate = 1.002930e+14 s^-1
Z=20 2P1/2: Dirac rate = 1.005454e+14 s^-1
Z=20 2P1/2: relative correction = 2.5164e-03
Z=20 2P1/2: first-order estimate = 2.5088e-03
Z=20 2P1/2: remainder = 7.523e-06
Z=20 2P1/2: remainder/(Zalpha)^4 = 0.0166
Z=20 2P3/2: Dirac rate = 9.979781e+13 s^-1
Z=20 2P3/2: relative correction = -4.9378e-03
Z=20 2P3/2: first-order estimate = -4.9158e-03
Z=20 2P3/2: remainder = -2.201e-05
Z=20 2P3/2: remainder/(Zalpha)^4 = -0.0485
finished without a failed check
```
